# Why Fourier interpolation of energy-sorted bands oscillates around a band crossing

**Question.** A band structure known on $N$ equally spaced $k$ points can be carried to arbitrary $k$ in two ways. One can Fourier-interpolate the eigenvalues, sorted by energy at each point, or Fourier-interpolate a small Hamiltonian matrix and diagonalize afterwards. Both use the same mesh and the same trigonometric polynomials. Why does the first oscillate around a band crossing while the second does not, how large is the effect, and what happens when the crossing is weakly avoided?

**Answer.** Sorting is a non-analytic operation. Where two analytic branches cross, "the lower of the two" has a corner, and a corner has Fourier components that fall off only as $R^{-2}$, which a finite mesh folds back onto the ones it resolves. A matrix spanning both bands need not say which eigenvalue is lower, so it can stay analytic through the crossing.

### What a mesh does to Fourier coefficients

Units are Hartree atomic units. In one dimension with lattice constant $a$, set $x=ka$, $R=na$, $f_n=\frac1{2\pi}\int_{-\pi}^{\pi}f\,e^{-inx}dx$. The mesh is $x_j=jh$, $h=2\pi/N$, $N=2M+1$, and the interpolant is $If=\sum_{|n|\le M}\tilde c_ne^{inx}$ with $\tilde c_n=N^{-1}\sum_jf(x_j)e^{-inx_j}$. Inserting the Fourier series of $f$ and using that $N^{-1}\sum_je^{i(p-n)x_j}$ is 1 for $p\equiv n \pmod N$ and 0 otherwise gives
$$\tilde c_n=\sum_m f_{n+mN}.$$
Each coefficient with $|p|>M$ is therefore missing at its own frequency and present at a wrong one, so
$$|f-If|\le 2\sum_{|p|>M}|f_p|.\tag{1}$$
The same holds for matrices with the operator norm. Everything depends on how fast $f_p$ decays.

### The corner and its coefficients

Let two analytic, even branches $\lambda(x)$ and $\varepsilon_b(x)$ cross at $\pm x_0$ with $0<x_0<\pi$. Define $d=\lambda-\varepsilon_b$ and $s=d'(x_0)>0$, so the velocity difference is $\Delta v=as$. Such a crossing needs a multi-component problem and, unless a parameter is tuned to produce it, a symmetry that forbids mixing. For a scalar one-dimensional Schrödinger equation the constant Wronskian makes the two Bloch factors at one energy multiply to 1, so bands touch only at $x=0$ or $\pi$. The sorted bands are
$$E_{1,2}=\tfrac12(\lambda+\varepsilon_b)\mp\tfrac12|d| .$$

Let $F$ be piecewise smooth with jumps $J(x_j)=F(x_j^+)-F(x_j^-)$. Integrate by parts on each piece. The boundary terms at $x_j$ are $[F(x_j^-)-F(x_j^+)]e^{-inx_j}/(-in)$, so $F_n=\frac1{in}\big[\frac1{2\pi}\sum_jJ\,e^{-inx_j}+(F')_n\big]$, with $F'$ the piecewise derivative. Repeating this,
$$f_n=\sum_m\frac{1}{(in)^{m+1}}\frac1{2\pi}\sum_jJ_m(x_j)e^{-inx_j}+\text{remainder},$$
where $J_m$ is the jump of the $m$-th derivative. $E_1$ is continuous, so $J_0=0$. At $x_0$ it passes from $\lambda$ to $\varepsilon_b$, so $J_m=-d^{(m)}(x_0)$. At $-x_0$ it passes from $\varepsilon_b$ to $\lambda$, so $J_m=d^{(m)}(-x_0)=(-1)^md^{(m)}(x_0)$ because $d$ is even. For $m=1$ the sum over $j$ is $-2s\cos nx_0$ and $(in)^{-2}=-n^{-2}$. For $m=2$ it is $-d''(e^{-inx_0}-e^{inx_0})=2id''\sin nx_0$ and $(in)^{-3}=in^{-3}$. For $m=3$ it is $-2d'''\cos nx_0$ and $(in)^{-4}=n^{-4}$. Thus
$$E_{1,n}=\frac{s\cos nx_0}{\pi n^2}-\frac{d''\sin nx_0}{\pi n^3}-\frac{d'''\cos nx_0}{\pi n^4}+O(n^{-5}),\tag{2}$$
with derivatives at $x_0$. The leading term is $a\,\Delta v\cos(k_0R)/(\pi R^2)$. The sum $E_1+E_2=\lambda+\varepsilon_b$ has no jumps, so $E_{2,n}=-E_{1,n}$ up to exponentially small terms.

With $\sum_{n>M}n^{-2}<1/M$, (1) bounds the error at leading order by $4s/(\pi M)\approx8s/(\pi N)$. The energies converge uniformly, so there is no Gibbs overshoot of fixed height in the energy.

### The shape of the ringing

Take $\varphi(\xi)=\pi^2/3-\pi|\xi|+\xi^2/2$ on $[-\pi,\pi]$, continued periodically. Its mean is $\pi^2/3-\pi^2/2+\pi^2/6=0$. Its slope is continuous at $\pm\pi$ and jumps by $-2\pi$ at 0, and its second derivative is constant, so the jump formula gives exactly $\varphi=\sum_{n\ne0}e^{in\xi}/n^2$. Then $E_1=\frac{s}{2\pi}[\varphi(x-x_0)+\varphi(x+x_0)]$ plus a remainder with $O(n^{-3})$ coefficients, whose error is $O(N^{-2})$ by (1).

Write $n^{-2}=\int_0^\infty\tau e^{-n\tau}d\tau$, $u=e^{ix}$, $q=e^{-\tau-ix_0}$. Then $\varphi(x-x_0)=2\,\mathrm{Re}\int_0^\infty\tau\sum_{n\ge1}(qu)^n\,d\tau$. A constant is interpolated exactly, so the error may be computed for $\mathcal G=\sum_{n\ge0}(qu)^n=1/(1-qu)$. Aliasing gives $\tilde c_n=q^n/(1-q^N)$ for $0\le n\le M$ and $q^{n+N}/(1-q^N)$ for $-M\le n<0$. Summing both finite geometric series,
$$I\mathcal G=\frac{1-(qu)^{M+1}+q^N[(qu)^{-M}-1]}{(1-qu)(1-q^N)},\qquad \mathcal G-I\mathcal G=\frac{q^{M+1}(u^{M+1}-u^{-M})}{(1-qu)(1-q^N)},$$
using $N-M=M+1$. Now $u^{M+1}-u^{-M}=2i\,u^{1/2}\sin(Nx/2)$ and $q^{M+1}=q^{N/2}q^{1/2}$. With $y^{1/2}/(1-y)=1/[2\sinh(b/2)]$ for $y=e^{-b}$, applied to $qu=e^{-(\tau-i\xi)}$, $\xi=x-x_0$, and to $q^N$,
$$\varphi-I\varphi=\sin\frac{Nx}{2}\;\mathrm{Re}\int_0^\infty\frac{i\tau\,d\tau}{\sinh\frac{\tau-i\xi}{2}\,\sinh\frac{N(\tau+ix_0)}{2}}.\tag{3}$$
This is exact. The prefactor vanishes on the mesh and changes sign from one interval to the next. Away from the crossing, where the integral varies slowly, this is the ringing; in the interval that contains the crossing the integral can change sign as well. The second $\sinh$ confines $\tau$ to $O(1/N)$.

Put $x_0=(j+\theta)h$ with $0<\theta<1$, $\alpha=\pi\theta$, $\sigma=N\tau/2$. Then $\sinh(\sigma+iNx_0/2)=i(-1)^j\sin(\alpha-i\sigma)$. Two integrals are needed. A real part is unchanged by complex conjugation, so $\int_0^\infty\mathrm{Re}$ equals half the integral over all real $\sigma$. The functions $1/\sin z$ and $z/\sin z$ are analytic for $0<\mathrm{Re}\,z<\pi$ and decay vertically, so their integrals along $z=\alpha+i\sigma$ equal those at $\alpha=\pi/2$, where $\sin z=\cosh\sigma$. These are $\int\mathrm{sech}\,\sigma\,d\sigma=\pi$ and $\pi^2/2$, the odd part dropping out. With $i\sigma=z-\alpha$,
$$\int_0^\infty\!\mathrm{Re}\frac{d\sigma}{\sin(\alpha+i\sigma)}=\frac\pi2,\qquad\int_0^\infty\!\mathrm{Re}\frac{i\sigma\,d\sigma}{\sin(\alpha+i\sigma)}=\frac12\Big(\frac{\pi^2}2-\alpha\pi\Big)=\frac{\pi^2}{2}\Big(\frac12-\theta\Big).$$

*At the crossing*, $\xi=0$: $\tau/\sinh(\tau/2)\to2$, $d\tau=2d\sigma/N$, and $\sin(Nx_0/2)=(-1)^j\sin\alpha$. Equation (3) becomes $\sin\alpha\cdot\frac4N\cdot\frac\pi2$. Multiplying by $s/2\pi$,
$$(E_1-IE_1)(x_0)=\frac{s}{N}\Big|\sin\frac{Nx_0}{2}\Big|+O(N^{-2}).\tag{4}$$
The interpolant cuts below the corner of the lower band. The sum $E_1+E_2$ is interpolated with exponential accuracy, so $E_2$ errs equally upward, and at $x_0$ the interpolated bands are separated by a false gap of twice (4).

*Far from it*, $|\xi|\gg h$: $\sinh((\tau-i\xi)/2)\to-i\sin(\xi/2)$ and $\tau\,d\tau=(2/N)^2\sigma\,d\sigma$. The integrand becomes $-\frac{(-1)^j}{\sin(\xi/2)}\cdot\frac{-i\sigma}{\sin(\alpha-i\sigma)}$, whose last factor is the conjugate of the second integrand above. Hence $\varphi-I\varphi\to-\frac{2\pi^2}{N^2}(-1)^j(\frac12-\theta)\sin(Nx/2)/\sin(\xi/2)$. The mirror kink has $j\to-j-1$, $\theta\to1-\theta$, which leaves $(-1)^j(\frac12-\theta)$ unchanged. Together,
$$E_1-IE_1\approx-\frac{\pi s}{N^2}(-1)^j\Big(\frac12-\theta\Big)\sin\frac{Nx}2\left[\frac1{\sin\frac{x-x_0}2}+\frac1{\sin\frac{x+x_0}2}\right].\tag{5}$$
The $n^{-3}$ terms follow from the same construction with $n^{-3}=\frac12\int\tau^2e^{-n\tau}d\tau$, and the extra $\tau$ makes them $O(N^{-3})$ here. For $h\ll|\xi|\ll1$ the tail falls only as $1/|\xi|$. It vanishes at this order when the crossing lies midway between mesh points, where (4) is largest.

*The velocity* does show a Gibbs-type error. Shift the mesh so that it passes through the crossing, which sets $x_0=0$ in (3), and differentiate at the next point $x=h$. There $\sin(Nx/2)=0$, so only its derivative $-N/2$ counts. With $\tau=ht$, $\sinh((\tau-ih)/2)\to h(t-i)/2$, $\sinh(N\tau/2)=\sinh\pi t$ and $\mathrm{Re}[2it/(t-i)]=-2t/(1+t^2)$, the slope error of $\varphi$ is $Nh\,L=2\pi L$, where $L=\int_0^\infty t\,dt/[(1+t^2)\sinh\pi t]$. To evaluate $L$, write $t/(1+t^2)=\int_0^\infty e^{-y}\sin ty\,dy$. Let $\mathcal P$ be the principal value of $\int e^{ity}/\sinh\pi t\,dt$ over the real line. On the line $t+i$ the integrand is multiplied by $-e^{-y}$, and the rectangle between the two lines has poles on its edges at $0$ and $i$ with residues $1/\pi$ and $-e^{-y}/\pi$. So $(1+e^{-y})\mathcal P=i(1-e^{-y})$, and $\int_0^\infty\sin ty/\sinh\pi t\,dt=\frac12\tanh(y/2)$. With $v=e^{-y}$, $L=\frac12\int_0^1\frac{1-v}{1+v}dv=\ln2-\frac12$. Therefore
$$E_1'-(IE_1)'\big|_{x_0+h}=(\ln2-\tfrac12)\,s+O(N^{-1}).\tag{6}$$
The correction comes from the derivative of the mirror tail and from the remainder, whose derivative error is at most $2\sum_{|p|>M}|p||f_p|=O(N^{-1})$. Refining the mesh moves this velocity error closer to the crossing without reducing it.

### Why the matrix escapes

Assume $H(x)$ is analytic in $x$, as for finite-range hopping, and bands 1 and 2 are separated from the rest for all real $x$. Choose fixed trial orbitals $g_n$, form $A_{mn}=\langle\psi_m|g_n\rangle$, $S=A^\dagger A$, $U=AS^{-1/2}$, and $H^W=U^\dagger EU$ with $E=\mathrm{diag}(E_1,E_2)$. $U$ is unitary when $S$ is invertible, so $H^W$ has eigenvalues $E_{1,2}$. Summing over $m$,
$$S_{nn'}=\langle g_n|P|g_{n'}\rangle,\qquad H^W=S^{-1/2}\langle g|HP|g\rangle S^{-1/2},\qquad P=\sum_{m=1,2}|\psi_m\rangle\langle\psi_m| .$$
The ordering and phases of the $\psi_m$ have dropped out. The projector is $P=\frac1{2\pi i}\oint(z-H(x))^{-1}dz$ on a contour enclosing both eigenvalues. The resolvent is analytic in $x$ for $z$ on the contour, whatever the enclosed eigenvalues do to each other. Analyticity extends to complex $x$ until an enclosed eigenvalue meets an outside one and pinches the contour, until $S^{-1/2}$ becomes singular, or until $H(x)$ itself does (never, for finite-range hopping). Let this happen first at $|\mathrm{Im}\,x|=\kappa$. For $n>0$, shift the integration line to $x-i\kappa'$ with $\kappa'<\kappa$. The vertical sides cancel by periodicity and $|e^{-in(x-i\kappa')}|=e^{-n\kappa'}$, so
$$\|H^W_n\|\le\max_x\|H^W(x-i\kappa')\|\,e^{-\kappa'n},\tag{7}$$
and likewise for $n<0$. The interpolant $IH^W$ is Hermitian because the range $|n|\le M$ is symmetric. Its Rayleigh quotients differ from those of $H^W$ by at most $\|\delta H\|$, $\delta H=H^W-IH^W$, and the min-max characterization passes this to each sorted eigenvalue (Weyl's inequality). The error is at most $2\sum_{|n|>M}\|H^W_n\|$, exponentially small in $M$. The corner is produced by diagonalization after the interpolation. It stays a true crossing, slightly displaced, when the trial orbitals respect the symmetry that forbids mixing, since the off-diagonal element then vanishes on the mesh and in the interpolant. Otherwise a gap of at most $2\|\delta H\|$ can open.

The gauge is essential. With $U=1$ the matrix is $\mathrm{diag}(E_1,E_2)$ and decays as $R^{-2}$. The argument fails if the trial orbitals make $S$ singular on the real axis, if $H(x)$ is itself non-analytic, or if the group touches an outside band, where $\kappa=0$.

### A chain in closed form

Take three orbitals per cell with $\varepsilon_a=-2t_a\cos x$, $\varepsilon_b=2t_b\cos x$, $\varepsilon_c=\Delta+2t_c\cos x$, an on-site $a$–$c$ coupling $w$ and an $a$–$b$ coupling $g$. The trial orbitals are $a$ and $b$. For $g=0$, $b$ decouples and the lower $a$–$c$ eigenvalue is
$$\lambda=\tfrac\Delta2+(t_c-t_a)\cos x-r,\qquad r=\sqrt{D^2+w^2},\quad D=\tfrac\Delta2+T\cos x,\quad T=t_a+t_c .$$
Its weight on $a$ is $\frac12(1+D/r)$, which vanishes only if $w=0$. In the basis $(\lambda,\varepsilon_b)$ the matrix $A$ is diagonal, $U$ is a matrix of phases, and $H^W=\mathrm{diag}(\lambda,\varepsilon_b)$.

Factor $r^2=T^2(\cos x-z)(\cos x-\bar z)$ with $z=(-\Delta/2+iw)/T$. Define $\rho$ by $\rho+1/\rho=2z$, $|\rho|<1$. Since $(1-\rho u)(1-\rho/u)=1+\rho^2-2\rho\cos x=-2\rho(\cos x-z)$,
$$r=\frac{T}{2|\rho|}\sqrt{1-\rho u}\sqrt{1-\bar\rho u}\sqrt{1-\rho/u}\sqrt{1-\bar\rho/u}.$$
The branch points outside the unit circle are $u=1/\rho$ and $1/\bar\rho$, so $\kappa=-\ln|\rho|$. At $u=1/\rho$ the other three roots multiply to $G=\sqrt{1-\bar\rho/\rho}\sqrt{1-\rho^2}\sqrt{1-|\rho|^2}$. The coefficient of $u^n$ in $\sqrt{1-\rho u}$ is $\rho^n\Gamma(n-\frac12)/[\Gamma(-\frac12)\,n!]\to-\rho^n/(2\sqrt\pi\,n^{3/2})$. The variation of the other roots multiplies it by powers of $1-\rho u$, and $(1-\rho u)^{3/2}$ has coefficients smaller by $1/n$ (Darboux's method). Adding the conjugate point and the minus sign in $\lambda$,
$$\lambda_n\approx\frac{T\,\mathrm{Re}[G\rho^n]}{2|\rho|\sqrt\pi\,n^{3/2}}.\tag{8}$$

### Weakly avoided crossings

For small $g$, near $x_0$, $H^W$ is a smooth mean plus a matrix with diagonal $\pm s\xi/2$ and off-diagonal $\gamma=H^W_{ab}(x_0)$. So $E_1\approx\text{mean}-\frac s2\sqrt{\xi^2+\kappa_g^2}$ with $\kappa_g=2|\gamma|/s$. The band is analytic, but only within $|\mathrm{Im}\,x|<\kappa_g$. For $n>0$ deform the contour around the cut $\xi=-i\tau$, $\tau>\kappa_g$. The root is $+i\sqrt{\tau^2-\kappa_g^2}$ on the left side, traversed upward, and $-i\sqrt{\tau^2-\kappa_g^2}$ on the right, traversed downward. With $d\xi=-i\,d\tau$ each side gives $-\mathcal I$, where $\mathcal I=\int_{\kappa_g}^\infty\sqrt{\tau^2-\kappa_g^2}\,e^{-n\tau}d\tau$. Substituting $\tau=\kappa_g\cosh y$ and integrating by parts once, $\mathcal I=\frac{\kappa_g}{n}\int_0^\infty\cosh y\,e^{-\kappa_gn\cosh y}dy=\kappa_gK_1(\kappa_gn)/n$. The local form is valid while $\kappa_g$ and $1/n$ are small, since these set the range of $\tau$. With the factor $\frac1{2\pi}(-\frac s2)(-2)$ and both crossings, and $x^*$ the branch point,
$$E_{1,n}\approx\frac s\pi\cos(n\,\mathrm{Re}\,x^*)\,\frac{\kappa_gK_1(\kappa_gn)}{n}.\tag{9}$$
For $\kappa_gn\ll1$, $K_1(y)\to1/y$ returns the first term of (2). For $\kappa_gn\gg1$ the decay is $n^{-3/2}e^{-\kappa_gn}$. A mesh with $M\ll1/\kappa_g$ sees a kink.

Relabelling branches, which would cure the eigenvalues at $g=0$, is impossible now, but $x^*$ joins two enclosed eigenvalues and does not affect $P$. Nor does $S$ become singular in the model. With $P=1-P_3$ and $P_3$ of rank one and unit trace, $\det S=(P_3)_{cc}=Q(E_3)/p'(E_3)$, the residue of the $cc$ element of the resolvent, where $Q=(E-\varepsilon_a)(E-\varepsilon_b)-g^2$ and $p=\det(E-H)=(E-\varepsilon_c)Q-w^2(E-\varepsilon_b)$. If $Q(E_3)=0$, then $p=0$ forces $E_3=\varepsilon_b$, which gives $Q=-g^2\ne0$.

### Numbers

Take round parameters: $a=5$ bohr, $t_a=0.05$, $t_b=t_c=0.02$, $\Delta=0.2$, $w=0.05$ Ha, so $T=0.07$ Ha. The crossing requires $(\varepsilon_a-\varepsilon_b)(\varepsilon_c-\varepsilon_b)=w^2$. With $t_b=t_c$ this reads $-2(t_a+t_b)\Delta\cos x_0=w^2$, so $\cos x_0=-0.0025/0.028=-0.08929$, $x_0=1.6602$, at energy $-0.00357$ Ha. Differentiating, $d'=\sin x\,[t_a-t_c+2t_b+TD/r]$, which is positive on $(0,\pi)$ because $D>0$, so the crossing is unique. At $x_0$, $D=0.09375$ and $r=0.10625$ Ha, giving $s=0.9960\times(0.07+0.07\times0.8824)=0.1312$ Ha and $\Delta v=0.656$ a.u. Further differentiation gives $d''=-0.0219$ and $d'''=-0.146$ Ha. Diagonalization on a fine grid puts the bottom of band 3 a distance $0.117$ Ha above the top of band 2. From $2z=-2.857+1.429i$, $\rho=-0.2798-0.1740i$, $|\rho|=0.3295$, $\kappa=1.110$, a decay length $a/\kappa=4.50$ bohr, and $|G|=0.949$.

$E_{1,n}$ below comes from Gauss–Legendre quadrature of the sorted eigenvalue on each side of $x_0$, and $\lambda_n$ from a 256-point sum in 50-digit arithmetic. All entries are in Ha.

| $n$ | $E_{1,n}$ | $n^{-2}$ term | $\lambda_n$ | Eq. (8) |
|---|---|---|---|---|
| 5 | $-7.05\times10^{-4}$ | $-7.22\times10^{-4}$ | $2.4\times10^{-5}$ | $2.0\times10^{-5}$ |
| 10 | $-2.70\times10^{-4}$ | $-2.62\times10^{-4}$ | $2.9\times10^{-8}$ | $2.6\times10^{-8}$ |
| 20 | $-2.17\times10^{-5}$ | $-2.25\times10^{-5}$ | $8.8\times10^{-14}$ | $8.0\times10^{-14}$ |
| 40 | $-2.374\times10^{-5}$ | $-2.368\times10^{-5}$ | $-8.84\times10^{-24}$ | $-8.78\times10^{-24}$ |

At $n=10$, $\cos16.602=-0.626$, and the three terms of (2) are $(-2.616-0.054-0.029)\times10^{-4}=-2.70\times10^{-4}$ Ha. At $n=5$ two terms give $-6.72\times10^{-4}$, farther from the true value than one term. The third term, $0.146\times(-0.432)/(625\pi)=-0.32\times10^{-4}$, brings the sum to $-7.04\times10^{-4}$ Ha.

For $N=21$, $|\sin17.432|=0.988$, and (4) gives $0.1312\times0.988/21=6.18\times10^{-3}$ Ha. The interpolant actually errs by $6.25\times10^{-3}$ Ha, 1% more than the formula, and opens a false gap of $1.25\times10^{-2}$ Ha, or 340 meV. For the tail at $N=401$ ($j=105$, $\theta=0.956$), the envelope of (5) at $\xi=0.7$ is $2.564\times10^{-6}\times0.456\times(2.92+1.10)=4.7\times10^{-6}$ Ha. Over $0.7\le\xi\le1.2$ both the formula, sine included, and the actual error peak at $4.64\times10^{-6}$ Ha. On meshes through the crossing the slope error divided by $s$ is $0.180$, $0.196$, $0.193$ for $N=51$, $201$, $801$, against $\ln2-\frac12=0.193$. The limit is a velocity error of $0.127$ a.u.

For $g=0.002$ Ha, first order in $g$ at the degeneracy gives $\gamma=g\sqrt{(1+0.8824)/2}=0.00194$ Ha and $2\gamma/s=0.02957$. The roots in $\cos x$ of the discriminant of $p$ locate the branch points exactly: $\kappa_g=0.02956$ (169 bohr), $\mathrm{Re}\,x^*=1.6602$, and the next at $\kappa=1.110$, unchanged at this precision. The envelope of (9) relative to $s/(\pi n^2)$ is $0.79$, $0.42$, $0.0087$ at $n=20$, $50$, $200$. An 8192-point transform gives $E_{1,200}=5.08\times10^{-9}$ Ha, and (9) gives $5.10\times10^{-9}$ Ha. For the matrix, from a 128-point transform, the maxima of $n^{3/2}e^{\kappa n}\|H^W_n\|$ over $n=5$–$10$, $11$–$16$, $17$–$22$ are $0.069$, $0.060$, $0.059$ Ha. They stay near the $g=0$ prefactor $T|G|/(2|\rho|\sqrt\pi)=0.057$ Ha, so over this range the rate is $\kappa$, about 38 times $\kappa_g$.

The largest errors over both bands, on 3001 points in $[0,\pi]$ plus $x_0$, are in Ha:

| $N$ | eigenvalues, $g=0$ | eigenvalues, $g=0.002$ | Hamiltonian, $g=0$ |
|---|---|---|---|
| 11 | $7.7\times10^{-3}$ | $7.4\times10^{-3}$ | $1.8\times10^{-5}$ |
| 21 | $6.2\times10^{-3}$ | $4.5\times10^{-3}$ | $3.7\times10^{-8}$ |
| 41 | $1.65\times10^{-3}$ | $1.13\times10^{-3}$ | $2.4\times10^{-13}$ |
| 81 | $1.54\times10^{-3}$ | $4.0\times10^{-4}$ | rounding level |

The Hamiltonian column is the same to the digits shown for $g=0.002$ Ha. At $N=21$, $g=0$ the errors are 170 meV and $1.0\times10^{-3}$ meV. Going from $N=41$ to $81$ hardly helps the kinked bands, because the sine in (4) rises from $0.50$ to $0.95$: the formula gives $1.60\times10^{-3}$ and $1.54\times10^{-3}$ Ha. At $N=11$ the crossing lies close to a mesh point and (4) gives less than half the tabulated maximum; (4) is the error at $x_0$ only. For a crossing exactly on the mesh, (3) at $x=h/2$ has $\sin(Nx/2)=1$ and, with the steps used for $L$, equals $-h\int_0^\infty t\,dt/[(t^2+\frac14)\sinh\pi t]=-h\int_0^1\frac{1-v^2}{1+v^2}dv=-h(\frac\pi2-1)$ with $v=e^{-y/2}$. To leading order in $1/N$ this is an error $-(\frac\pi2-1)s/N$, or $-6.8\times10^{-3}$ Ha at $N=11$, where the neglected terms are still sizeable: an 11-point mesh through the crossing errs by $-8.2\times10^{-3}$ Ha there. The tabulated maximum has this sign and lies about half a mesh spacing beyond the crossing. With $g=0.002$ Ha the gain over the kink grows with $\kappa_gM$ on the whole, though not from every mesh to the next, because the position of the crossing within the mesh also matters. In the table it is a factor $1.4$ at $N=21$, $1.5$ at $N=41$ and $3.9$ at $N=81$, where $\kappa_gM=1.2$.

From $N=21$ to $41$ the first omitted index goes from 11 to 21, and the envelope of (8) falls by $e^{11.10}(21/11)^{3/2}=1.7\times10^5$. The Hamiltonian error falls by $1.6\times10^5$. The oscillating factor in (8) and the omitted coefficients beyond the first also enter these ratios: from $N=11$ to $21$ the envelope falls by $e^{5.55}(11/6)^{3/2}=6.4\times10^2$ and the error by $4.7\times10^2$. The bound $2\sum_{|n|>M}\|H^W_n\|$ is $3.9\times10^{-8}$ Ha at $N=21$, only slightly above the error. The first omitted pair, the largest up to the oscillating factor in (8), contributes $2\lambda_{M+1}[\cos(M+1)x-\cos Mx]=-4\lambda_{M+1}\sin\frac{Nx}2\sin\frac x2$, which reaches its share $4|\lambda_{M+1}|$ of the bound at $x=\pi$. At $g=0$ the error of the matrix elements thus carries the same factor $\sin(Nx/2)$ as that of the sorted bands, with an amplitude that scales, up to the oscillating factor, as $M^{-3/2}e^{-\kappa M}$ in place of the $s/N$ found near the crossing.
